# Relaxation Volume from the Residual Stress of a Neutral Defect Supercell: test program

```python
# RESULT UNDER TEST
# A neutral defect in a fixed, host-sized supercell of volume V has residual
# stress sigma (tension positive). Its elastic dipole is P = -V*sigma.
# In a cubic host with bulk modulus K, the relaxation volume is
# Omega = trace(P)/(3K), up to corrections that vanish as 1/V.
# Independent road: relax atoms AND cell to zero stress; measure the volume.
# Model: diamond lattice with Keating energy, sum of 0.5*k*(r1.r2 - rest)^2
# over bonds (r1=r2) and over pairs of bonds sharing an atom.
# alpha, beta: stretching and bending stiffness; a: host lattice constant.
# Units: eV and angstrom (A).
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.linalg import solve
from scipy.constants import physical_constants

a = 5.4
alpha = 3.0
beta = 0.8
impurity_ratio = 0.90       # impurity-host rest length / host bond length
pair_ratio = 1.00           # impurity-impurity rest length / host bond length
d = np.sqrt(3.0) * a / 4.0
identity = np.eye(3)
strain_pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def make_crystal(n, impurities):
    """n*n*n conventional cells; the first 0, 1 or 2 sites are impurities."""
    fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
    sites = {}
    for cell in itertools.product(range(n), repeat=3):
        for f in fcc:
            for shift in (0, 1):
                key = tuple(4 * cell[c] + f[c] + shift for c in range(3))
                sites[key] = len(sites)
    directions = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    tails, heads, vectors = [], [], []
    for key, atom in sites.items():
        if atom % 2 == 0:
            for t in directions:
                other = tuple((key[c] + t[c]) % (4 * n) for c in range(3))
                tails.append(atom)
                heads.append(sites[other])
                vectors.append(t)
    R = np.array(vectors) * a / 4.0
    nb, na = len(R), len(sites)
    ends = np.array([(t < impurities) + (h < impurities)
                     for t, h in zip(tails, heads)], dtype=int)
    length = d * np.array([1.0, impurity_ratio, pair_ratio])[ends]
    at_atom = [[] for _ in range(na)]
    for b in range(nb):
        at_atom[tails[b]].append(b)
        at_atom[heads[b]].append(b)
    angles = np.array([p for bonds in at_atom
                       for p in itertools.combinations(bonds, 2)])
    i = np.concatenate([np.arange(nb), angles[:, 0]])
    j = np.concatenate([np.arange(nb), angles[:, 1]])
    product = length[i] * length[j]
    stretch = np.arange(len(i)) < nb
    k = np.where(stretch, 0.75 * alpha, 0.75 * beta) / product
    rest = np.where(stretch, product, -product / 3.0)
    rows = np.concatenate([np.arange(nb), np.arange(nb)])
    cols = np.array(heads + tails)
    signs = np.concatenate([np.ones(nb), -np.ones(nb)])
    D = sp.coo_matrix((signs, (rows, cols)), shape=(nb, na)).tocsr()
    # Atom 0 is pinned to remove translations; six columns describe strain.
    strain_columns = np.zeros((nb, 3, 6))
    for m, (p, q) in enumerate(strain_pairs):
        strain_columns[:, p, m] += R[:, q]
        if p != q:
            strain_columns[:, q, m] += R[:, p]
    A = sp.hstack([sp.kron(D[:, 1:], identity),
                   sp.csr_matrix(strain_columns.reshape(3 * nb, 6))]).tocsr()
    return dict(R=R, i=i, j=j, k=k, rest=rest, A=A, atoms=na,
                volume=(n * a) ** 3)


def evaluate(c, r):
    """Energy, derivative with respect to bond vectors, and k*(misfit)."""
    i, j = c["i"], c["j"]
    misfit = np.sum(r[i] * r[j], axis=1) - c["rest"]
    kq = c["k"] * misfit
    f = np.zeros_like(r)
    np.add.at(f, i, kq[:, None] * r[j])
    np.add.at(f, j, kq[:, None] * r[i])
    return 0.5 * np.dot(kq, misfit), f, kq


def relax(c, strain=None, free_cell=False):
    """Newton minimisation; returns energy, V*stress and final strain."""
    imposed = np.zeros((3, 3)) if strain is None else strain
    A = c["A"] if free_cell else c["A"][:, :-6]
    start = c["R"] @ (identity + imposed).T
    y = np.zeros(A.shape[1])
    i, j, nb = c["i"], c["j"], len(start)
    nt = len(i)
    for _ in range(30):
        r = start + (A @ y).reshape(-1, 3)
        energy, f, kq = evaluate(c, r)
        gradient = A.T @ f.ravel()
        if np.max(np.abs(gradient)) < 1e-9:
            final = imposed.copy()
            if free_cell:
                for value, (p, q) in zip(y[-6:], strain_pairs):
                    final[p, q] += value
                    if p != q:
                        final[q, p] += value
            return energy, f.T @ r, final
        rows = np.repeat(np.arange(nt), 3)
        ci = (3 * i[:, None] + np.arange(3)).ravel()
        cj = (3 * j[:, None] + np.arange(3)).ravel()
        J = sp.coo_matrix((np.concatenate([r[j].ravel(), r[i].ravel()]),
                           (np.concatenate([rows, rows]),
                            np.concatenate([ci, cj]))),
                          shape=(nt, 3 * nb)).tocsr()
        M = sp.coo_matrix((kq, (i, j)), shape=(nb, nb)).tocsr()
        H = J.T @ sp.diags(c["k"]) @ J + sp.kron(M + M.T, identity)
        hessian = (A.T @ H @ A).toarray()
        # The positive-definite solver also rejects a non-minimum.
        y -= solve(hessian, gradient, assume_a="pos")
    raise RuntimeError("relaxation did not converge")


def extrapolate(v1, n1, v2, n2):
    """Remove a leading 1/N size dependence."""
    return (n2 * v2 - n1 * v1) / (n2 - n1)


# Host moduli from stresses of strained, internally relaxed crystals.
h = 1e-4
host = make_crystal(1, 0)
exx = np.diag([h, 0.0, 0.0])
exy = np.zeros((3, 3))
exy[0, 1] = exy[1, 0] = h
normal = (relax(host, exx)[1] - relax(host, -exx)[1]) / (2*h*host["volume"])
shear = (relax(host, exy)[1] - relax(host, -exy)[1]) / (2*h*host["volume"])
C11, C12, C44 = normal[0, 0], normal[1, 1], shear[0, 1] / 2.0
K = (C11 + 2.0 * C12) / 3.0
K_formula = (3.0 * alpha + beta) / (3.0 * a)
assert abs(K / K_formula - 1.0) < 1e-5

print(f"Host lattice constant: {a:.3f} A; bond length: {d:.4f} A")
print(f"Keating alpha, beta: {alpha:.2f}, {beta:.2f} eV/A^2")
print(f"Rest-length ratios, impurity-host and pair: "
      f"{impurity_ratio:.2f}, {pair_ratio:.2f}")
print(f"C11, C12, C44: {C11:.5f}, {C12:.5f}, {C44:.5f} eV/A^3")
print(f"Bulk modulus K: {K:.5f} eV/A^3")

# Single impurity: fixed-cell prediction against free-cell volume.
print("Single impurity")
single = []
for n in (2, 3, 4):
    c = make_crystal(n, 1)
    V = c["volume"]
    e_fixed, w_fixed, _ = relax(c)
    e_free, _, eps = relax(c, free_cell=True)
    P = -w_fixed
    trace = np.trace(P)
    predicted = trace / (3.0 * K)
    direct = V * (np.linalg.det(identity + eps) - 1.0)
    assert np.max(np.abs(P - identity * trace / 3.0)) < 1e-6
    single.append((c["atoms"], trace, predicted, direct))
    print(f" N={c['atoms']}: V={V:.2f} A^3, residual stress="
          f"{w_fixed[0, 0] / V:.6f} eV/A^3")
    print(f"  trace P={trace:.4f} eV; trace/(3K)={predicted:.4f} A^3; "
          f"free-cell dV={direct:.4f} A^3")
    if n == 3:
        P_three = trace
        clamped = -np.trace(evaluate(c, c["R"])[1].T @ c["R"])
    if n == 4:
        released = e_fixed - e_free
        released_formula = trace ** 2 / (18.0 * K * V)
        assert abs(released / released_formula - 1.0) < 0.02

gaps = [abs(row[3] - row[2]) for row in single]
exponent = np.log(gaps[2] / gaps[0]) / np.log(single[2][0] / single[0][0])
# Higher powers of 1/N still contribute in the 64-atom cell.
assert abs(exponent + 1.0) < 0.15
assert gaps[0] > gaps[1] > gaps[2]
n1, n2 = single[1][0], single[2][0]
trace_limit, predicted_limit, direct_limit = [
    extrapolate(single[1][m], n1, single[2][m], n2) for m in (1, 2, 3)]
assert abs(predicted_limit / direct_limit - 1.0) < 1e-3
print(f" Gap between the two volumes scales as N^({exponent:.3f})")
print(f" Extrapolated volume from dipole: {predicted_limit:.4f} A^3")
print(f" Extrapolated volume from free cell: {direct_limit:.4f} A^3")
print(f" Energy released on opening 512-atom cell: {released:.6f} eV")
print(f" Same energy from the dipole formula: {released_formula:.6f} eV")

# Atomic relaxation changes the residual stress.
assert abs(clamped / P_three - 1.0) > 0.01
print(f"N=216 trace P, clamped atoms: {clamped:.4f} eV")
print(f"N=216 trace P, relaxed atoms: {P_three:.4f} eV")

# A stressed reference cell requires subtraction of host stress.
prestrain = 0.001
w_def = relax(make_crystal(3, 1), prestrain * identity)[1]
w_host = relax(make_crystal(3, 0), prestrain * identity)[1]
raw = -np.trace(w_def)
corrected = -np.trace(w_def - w_host)
assert abs(corrected / P_three - 1.0) < 0.02
assert abs(raw / P_three - 1.0) > 0.5
print(f"N=216 cell prestrained by {prestrain:.4f} in each direction")
print(f" trace P without host subtraction: {raw:.4f} eV")
print(f" trace P with host subtraction: {corrected:.4f} eV")

# Anisotropic pair: stress against derivatives of relaxed energies.
pair_small = make_crystal(2, 2)
P_small = -relax(pair_small)[1]
fd_xx = -(relax(pair_small, exx)[0] - relax(pair_small, -exx)[0]) / (2*h)
fd_xy = -(relax(pair_small, exy)[0] - relax(pair_small, -exy)[0]) / (4*h)
assert abs(fd_xx - P_small[0, 0]) < 1e-3
assert abs(fd_xy - P_small[0, 1]) < 1e-3
print("Nearest-neighbour impurity pair")
print(f" N=64 Pxx: stress {P_small[0, 0]:.5f} eV, "
      f"energy derivative {fd_xx:.5f} eV")
print(f" N=64 Pxy: stress {P_small[0, 1]:.5f} eV, "
      f"energy derivative {fd_xy:.5f} eV")

# Pair volume and shear, with the leading size dependence removed.
pair = []
for n in (3, 4):
    c = make_crystal(n, 2)
    P = -relax(c)[1]
    eps = relax(c, free_cell=True)[2]
    V = c["volume"]
    pair.append((np.trace(P) / (3.0 * K),
                 V * (np.linalg.det(identity + eps) - 1.0),
                 P[0, 1] / (2.0 * C44), V * eps[0, 1]))
    print(f" N={c['atoms']}: Pxx={P[0, 0]:.4f} eV, Pxy={P[0, 1]:.4f} eV")
pair_limit = [extrapolate(pair[0][m], n1, pair[1][m], n2) for m in range(4)]
assert abs(pair_limit[0] / pair_limit[1] - 1.0) < 2e-3
assert abs(pair_limit[2] / pair_limit[3] - 1.0) < 0.01
print(f" Extrapolated volume: dipole {pair_limit[0]:.4f} A^3, "
      f"free cell {pair_limit[1]:.4f} A^3")
print(f" Extrapolated V*strain_xy: dipole {pair_limit[2]:.4f} A^3, "
      f"free cell {pair_limit[3]:.4f} A^3")

# Equal traces give equal volumes in a cubic, but not a tetragonal, host.
dipole_x = np.array([3.0, 0.0, 0.0])
dipole_z = np.array([0.0, 0.0, 3.0])
cubic = np.full((3, 3), C12) + (C11 - C12) * identity
tetragonal = np.array([[1.0, 0.4, 0.3], [0.4, 1.0, 0.3], [0.3, 0.3, 0.6]])
assert np.min(np.linalg.eigvalsh(tetragonal)) > 0.0
cubic_x = np.sum(np.linalg.solve(cubic, dipole_x))
cubic_z = np.sum(np.linalg.solve(cubic, dipole_z))
tetra_x = np.sum(np.linalg.solve(tetragonal, dipole_x))
tetra_z = np.sum(np.linalg.solve(tetragonal, dipole_z))
assert abs(cubic_x - cubic_z) < 1e-10
assert abs(cubic_x - dipole_x.sum() / (3.0 * K)) < 1e-10
assert abs(tetra_x - tetra_z) > 0.1
print(f"Dipoles of trace {dipole_x.sum():.1f} eV along x and along z")
print(f" Cubic host volumes: {cubic_x:.4f}, {cubic_z:.4f} A^3")
print(f" Tetragonal moduli C11,C12,C13,C33: {tetragonal[0, 0]:.1f}, "
      f"{tetragonal[0, 1]:.1f}, {tetragonal[0, 2]:.1f}, "
      f"{tetragonal[2, 2]:.1f} eV/A^3")
print(f" Tetragonal host volumes: {tetra_x:.4f}, {tetra_z:.4f} A^3")

# Main results, conversions and dilute lattice strain.
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10
density = 1e-4
print("Main results for the single impurity, extrapolated")
print(f" trace P: {trace_limit:.4f} eV = {trace_limit / hartree:.5f} hartree")
print(f" relaxation volume: {predicted_limit:.4f} A^3 = "
      f"{predicted_limit / bohr**3:.4f} bohr^3")
print(f" At impurity density {density:.1e} A^-3:")
print(f"  volumetric strain: {density * predicted_limit:.4e} (no unit)")
print(f"  linear strain: {density * predicted_limit / 3.0:.4e} (no unit)")
print("all tests passed")
```

Printed output:

```
Host lattice constant: 5.400 A; bond length: 2.3383 A
Keating alpha, beta: 3.00, 0.80 eV/A^2
Rest-length ratios, impurity-host and pair: 0.90, 1.00
C11, C12, C44: 1.00000, 0.40741, 0.46784 eV/A^3
Bulk modulus K: 0.60494 eV/A^3
Single impurity
 N=64: V=1259.71 A^3, residual stress=0.006192 eV/A^3
  trace P=-23.3991 eV; trace/(3K)=-12.8934 A^3; free-cell dV=-12.7893 A^3
 N=216: V=4251.53 A^3, residual stress=0.001834 eV/A^3
  trace P=-23.3976 eV; trace/(3K)=-12.8926 A^3; free-cell dV=-12.8618 A^3
 N=512: V=10077.70 A^3, residual stress=0.000774 eV/A^3
  trace P=-23.3977 eV; trace/(3K)=-12.8926 A^3; free-cell dV=-12.8796 A^3
 Gap between the two volumes scales as N^(-1.001)
 Extrapolated volume from dipole: -12.8926 A^3
 Extrapolated volume from free cell: -12.8926 A^3
 Energy released on opening 512-atom cell: 0.004985 eV
 Same energy from the dipole formula: 0.004989 eV
N=216 trace P, clamped atoms: -25.0830 eV
N=216 trace P, relaxed atoms: -23.3976 eV
N=216 cell prestrained by 0.0010 in each direction
 trace P without host subtraction: -46.6933 eV
 trace P with host subtraction: -23.4882 eV
Nearest-neighbour impurity pair
 N=64 Pxx: stress -11.61080 eV, energy derivative -11.61081 eV
 N=64 Pxy: stress 1.98869 eV, energy derivative 1.98869 eV
 N=216: Pxx=-11.6012 eV, Pxy=1.9770 eV
 N=512: Pxx=-11.5996 eV, Pxy=1.9734 eV
 Extrapolated volume: dipole -19.1728 A^3, free cell -19.1728 A^3
 Extrapolated V*strain_xy: dipole 2.1063 A^3, free cell 2.1063 A^3
Dipoles of trace 3.0 eV along x and along z
 Cubic host volumes: 1.6531, 1.6531 A^3
 Tetragonal moduli C11,C12,C13,C33: 1.0, 0.4, 0.3, 0.6 eV/A^3
 Tetragonal host volumes: 1.3636, 3.6364 A^3
Main results for the single impurity, extrapolated
 trace P: -23.3977 eV = -0.85985 hartree
 relaxation volume: -12.8926 A^3 = -87.0038 bohr^3
 At impurity density 1.0e-04 A^-3:
  volumetric strain: -1.2893e-03 (no unit)
  linear strain: -4.2975e-04 (no unit)
all tests passed
```
